Brooks–Herring–Dingle mobility of a degenerate parabolic band

When the mobility of a heavily doped semiconductor film is calculated, the ionised donors can be treated by a closed formula or by a phase-shift calculation for every density. The choice affects the conclusion, because whatever mobility loss the donors do not explain will be assigned to phonons, disorder or grain boundaries. The theorem below gives the closed formula. The remarks after it estimate what three of its approximations cost: zero temperature, long-wavelength screening and the Born approximation.

**Assumptions and notation**

SI units are used, e > 0 is the elementary charge, and h = 2πħ.

A1. Electrons of density n occupy one isotropic band E = ħ²k²/(2m), with two spin states and no valley degeneracy. The temperature T satisfies k_B T ≪ E_F, and the theorem is the limit T → 0.

A2. The scatterers are fixed ions of charge Ze and density N_i, at uncorrelated positions, in a medium of static permittivity ε. Collisions are elastic.

A3. The electrons screen each ion linearly, with their long-wavelength (Thomas–Fermi) response.

A4. Scattering is treated in the first Born approximation. Successive collisions are independent, which requires k_F ℓ ≫ 1 for the mean free path ℓ.

The screening length is λ, its inverse is κ = 1/λ, and a* = 4πεħ²/(me²) is the effective Bohr radius.

**Theorem.** Under A1–A4 the mobility is

μ = 3ε²h³n / [Z²e³m²N_i F(ξ)],

F(ξ) = ln(1+ξ) − ξ/(1+ξ), ξ = (2k_F λ)² = πk_F a*.

The function F contains a logarithm but is not a pure logarithm, and its argument is the square of 2k_F λ.

**Lemma 1 (screened ion).** The potential energy of an electron near one ion has a Fourier transform of magnitude

V(q) = Ze² / [ε(q²+κ²)], κ² = me²k_F/(π²ħ²ε).

Proof. One spin state occupies a volume (2π)³ of k-space per unit volume of the sample. Filling a sphere with two spins gives

n = 2 (4πk_F³/3)/(2π)³ = k_F³/(3π²).

With dE_F/dk_F = ħ²k_F/m, it follows that

dn/dE_F = (k_F²/π²) · m/(ħ²k_F) = mk_F/(π²ħ²).

This counts both spins; the density of states per spin is half of it, mk_F/(2π²ħ²).

Let φ be the electrostatic potential around the ion. It lowers the local band bottom by eφ, so the local Fermi energy measured from that bottom rises by eφ. To first order the electron density rises by δn = eφ dn/dE_F. These electrons carry charge −e, and Poisson's equation reads

∇²φ = −Ze δ(r)/ε + (e²/ε)(dn/dE_F) φ.

The coefficient of φ is κ², which gives the stated value. In Fourier space ∇² becomes −q², hence (q²+κ²)φ(q) = Ze/ε. The electron's potential energy is −eφ, whose magnitude is V(q). In real space the magnitude is Ze² exp(−κr)/(4πεr). ∎

From κ² one obtains

ξ = 4k_F²/κ² = 4π²ħ²εk_F/(me²) = πk_F a*,

because 4πεħ²/(me²) is a*. In this model k_F λ is therefore not a free parameter: density, mass and permittivity fix it.

**Lemma 2 (relaxation time).** The Boltzmann equation to first order in the field is solved with the relaxation time

1/τ = (2π/ħ) N_i [mk_F/(2π²ħ²)] · ½ ∫₋₁¹ V(q)² (1−cos θ) d(cos θ),

where θ is the scattering angle.

Proof. Let W(k,k′) be the golden-rule rate. For uncorrelated ions the interference terms between different ions average to zero at q ≠ 0, so the rates of single ions add. For elastic scattering W(k,k′) = W(k′,k), and the exclusion factors combine as

f′(1−f) − f(1−f′) = f′ − f.

A field ℰ exerts the force −eℰ. In the steady state

−eℰ·v ∂f₀/∂E = Σ′ W(k,k′)(δf′ − δf).

Try δf = A(E) cos α, where α is the angle between k and the field. If φ′ is the azimuth of k′ about k, then

cos α′ = cos α cos θ + sin α sin θ cos φ′.

The potential is spherical, so W depends on θ and not on φ′, and the last term integrates to zero. The right-hand side becomes −δf Σ′W(1−cos θ) = −δf/τ. The trial form is thus a solution, with

δf = eτ ℰ·v ∂f₀/∂E.

The sum over final states is the density of states per spin, since the collision conserves spin, times the average over directions, ½∫d(cos θ). This is the stated expression. ∎

The weight 1−cos θ expresses that a small-angle collision removes little of the forward velocity.

**Lemma 3 (angular integral).** With the potential of Lemma 1,

1/τ = N_i m Z²e⁴F(ξ) / (8πħ³ε²k_F³).

Proof. Elastic scattering on the Fermi sphere has q² = 2k_F²(1−cos θ). Set x = 1−cos θ and b = κ²/(2k_F²) = 2/ξ. Then q²+κ² = 2k_F²(x+b), and

∫₋₁¹ V²(1−cos θ) d(cos θ) = [Z²e⁴/(4ε²k_F⁴)] ∫₀² x dx/(x+b)².

Writing x = (x+b) − b splits the last integral:

∫₀² dx/(x+b) − b∫₀² dx/(x+b)²
= ln[(2+b)/b] − b[1/b − 1/(2+b)]
= ln(1+2/b) − 2/(2+b).

Since 2/b = ξ and 2/(2+b) = ξ/(1+ξ), this is F(ξ). Lemma 2 then gives

1/τ = (2π/ħ) N_i [mk_F/(2π²ħ²)] · ½ · Z²e⁴F/(4ε²k_F⁴),

and the numerical factor is 2π/(2π²·2·4) = 1/(8π). ∎

**Proof of the theorem.** The current is j = −2e∫d³k/(2π)³ v δf. The two minus signs, from the charge and from ∂f₀/∂E < 0, make the conductivity positive. The angular average of the squared velocity component along the field is v²/3, so

σ = (2e²/3) ∫d³k/(2π)³ v²τ(−∂f₀/∂E).

At T → 0 the factor −∂f₀/∂E selects E_F, and

σ = (e²τ/3) · [mk_F/(π²ħ²)] · (ħk_F/m)² = e²τk_F³/(3π²m) = ne²τ/m.

With σ = neμ this gives μ = eτ/m. Inserting Lemma 3 and k_F³ = 3π²n,

μ = 8πħ³ε²·3π²n / (N_i m²Z²e³F) = 24π³ħ³ε²n / (N_i m²Z²e³F).

Because 24π³ħ³ = 3h³, the theorem follows. ∎

**Corollary (density and compensation).** If all electrons come from the ions, n = ZN_i and

μ = 3ε²h³ / [Ze³m²F(πk_F a*)].

Density now enters through F alone. Since dF/dξ = 1/(1+ξ) − 1/(1+ξ)² = ξ/(1+ξ)² is positive, the mobility falls as density rises. With

p = d ln F/d ln ξ = ξ²/[(1+ξ)²F]

and ξ ∝ n^(1/3), the local power law is d ln μ/d ln n = −p/3.

Suppose instead that singly charged donors of density N_D are partly compensated by singly charged acceptors of density N_A. Then n = N_D − N_A. In the Born approximation the sign of the charge drops out and the rates add, so N_i = N_D + N_A = n + 2N_A. At fixed n, compensation divides the mobility by 1 + 2N_A/n.

**Remark 1: two limits of F**

For ξ ≫ 1, ln(1+ξ) → ln ξ and ξ/(1+ξ) → 1, so F → ln ξ − 1. The logarithm comes from the range of angles between the screening cut-off q ≈ κ and q = 2k_F. Without screening it would diverge.

For ξ ≪ 1, expansion gives

F = (ξ − ξ²/2 + …) − (ξ − ξ² + …) = ξ²/2 + ….

Here q ≪ κ for every angle, V(q) is nearly constant, and scattering is isotropic. This is a correct limit of the Born integral, but Thomas–Fermi screening reaches it at k_F a* ≪ 1, where Remark 4 shows that the Born approximation has no support.

**Worked example**

Take round model parameters: m = 0.30 m_e, relative permittivity 9, Z = 1 and N_i = n = 10²⁰ cm⁻³. Then a* = 1.5875 nm, k_F = 1.4360 nm⁻¹ and E_F = 0.262 eV. The argument is

ξ = π × 1.4360 × 1.5875 = 7.16,

which corresponds to λ = 0.932 nm and k_F λ = 1.338. Hence

F = 2.0994 − 0.8775 = 1.222.

The prefactor, the mobility for F = 1, is 180.4 cm²/(V s), so

μ = 180.4/1.222 = 148 cm²/(V s) = 0.0148 m²/(V s).

The large-ξ form would give F = ln 7.16 − 1 = 0.97, about 21% below the full F. At this density the large-ξ form is not an adequate replacement. The relaxation time is 25 fs, the transport mean free path 14 nm, and k_F ℓ = 20. The path between collisions, which counts small-angle scattering in full (no weight 1−cos θ), is shorter: 5.4 nm, or k_F ℓ = 7.8. Treating collisions as separate events is still reasonable within the model, with this smaller margin.

**Remark 2: finite temperature**

At finite T the density is n = (2/3)∫g(E)E(−∂f₀/∂E)dE, by partial integration, where g ∝ E^(1/2) is the density of states. Dividing σ by ne gives

μ(T) = (e/m) ∫E^(3/2)τ(−∂f₀/∂E)dE / ∫E^(3/2)(−∂f₀/∂E)dE.

Let y = E/E_F and t = k_B T/E_F. Lemma 3 holds at each energy, with k in place of k_F, so τ ∝ y^(3/2)/F(ξy/s), where s is κ²(T) divided by its zero-temperature value. Fixed density makes the denominator constant, and

μ(T)/μ(0) = ∫ y³ [F(ξ)/F(ξy/s)] (−∂f₀/∂y) dy.

For a smooth function A, the Sommerfeld expansion about the chemical potential η (in units of E_F) is ∫A(−∂f₀/∂y)dy = A(η) + (π²t²/6)A″(η) + …. Three contributions of order t² follow.

Fixed density requires η^(3/2) + (π²t²/6)(3/4) = 1, so η = 1 − π²t²/12.

Screening is s = ∫y^(1/2)(−∂f₀/∂y)dy = 1 − π²t²/24 − π²t²/24 = 1 − π²t²/12. The weaker screening multiplies the mobility by s^p, which is 1 − pπ²t²/12.

For A(y) = y³F(ξ)/F(ξy), logarithmic differentiation gives A′(1) = 3−p and A″(1) = (3−p)(2−p) − p₁, where p₁ = dp/d ln ξ = p[2/(1+ξ) − p].

Adding them, and using A′(1) + p = 3,

μ(T)/μ(0) = 1 + (π²t²/12)[2(3−p)(2−p) − 2p₁ − 3] + ….

In the example p = 0.630 and p₁ = −0.243, so the bracket is 3.98 and the coefficient of t² is 3.27. The direct thermal integral gives a deviation of 3.27 × 10⁻⁴ at t = 0.01, in agreement. At 300 K, t = 0.0987 and the integral gives a rise of 3.1%, to 152 cm²/(V s). The mobility rises because faster electrons are deflected less, and this outweighs the loss of screening.

**Remark 3: screening at finite wavevector**

Collisions transfer q up to 2k_F, where the long-wavelength response is too strong. Let a weak static potential have Fourier component U_q. First-order perturbation theory mixes k with k+q and k−q. The two contributions to the density are equal after k → −k, so

δn_q = −4U_q P∫d³k/(2π)³ f_k/(E_{k+q} − E_k),

where P denotes the principal value and the factor 4 includes spin. Take q along z, with k_z = k_F z and q = 2k_F X. The energy difference is (ħ²/2m)4k_F²X(X+z), and the slice of the Fermi sphere at z has area πk_F²(1−z²). Dividing the response by its q → 0 value mk_F/(π²ħ²) gives

g(X) = (1/4X) P∫₋₁¹ (1−z²)dz/(X+z)
= ½ + [(1−X²)/(4X)] ln|(1+X)/(1−X)|.

The second line follows from 1−z² = (1−X²) − (z−X)(z+X). Expanding the logarithm for X < 1 gives

g = 1 − X²/3 − X⁴/15 − … − X^(2j)/(4j²−1) − …,

so g < 1 for 0 < X ≤ 1, and g(1) = ½. Replacing κ² by κ²g weakens the screening at every angle except θ = 0, and lowers the mobility. In the integral of Lemma 3, b becomes b g(√(x/2)). For the example F rises from 1.222 to 1.318 and the mobility falls by 7%, to 137 cm²/(V s). Exchange and correlation in the screening response are still left out.

**Remark 4: beyond the Born approximation**

The first-order scattered wave at the ion, relative to the incident wave, has magnitude at most

(m/2πħ²) ∫ |V(r)|/r d³r = (2Z/a*) ∫₀^∞ exp(−κr)dr = 2Zλ/a*.

If this bound is small, the Born approximation is supported at the ion. Since a*/λ = 2(k_F a*/π)^(1/2), the bound decreases with density. In the example it is 2/1.70 = 1.2, which gives no such support.

The cross-section can be computed without the Born approximation from the phase shifts δ_l of the same screened potential. The amplitude is (1/k)Σ(2l+1)a_l P_l(cos θ) with a_l = exp(iδ_l) sin δ_l. Weighting its square by 1−cos θ and using

(2l+1) cos θ P_l = (l+1)P_{l+1} + lP_{l−1}

together with the orthogonality of the P_l gives

σ_tr = (4π/k²) [Σ(2l+1)|a_l|² − 2Σ(l+1) Re(a_l* a_{l+1})]
= (4π/k²) Σ(l+1)|a_l − a_{l+1}|²
= (4π/k²) Σ(l+1) sin²(δ_l − δ_{l+1}).

The second line splits 2l+1 into (l+1) + l and shifts the index of the second part. The third uses a_l = [exp(2iδ_l) − 1]/(2i). The Born value, from 1/τ = N_i(ħk_F/m)σ_tr and Lemma 3, is 2πZ²F/(k_F⁴a*²).

For the example, the ratio of the full to the Born cross-section is 1.30 for an attractive ion and 0.71 for a repulsive one. The mobilities are 114 and 208 cm²/(V s), against the single Born value of 148. For charges of ±0.01 the ratio deviates from 1 by ±0.0033. The leading correction is thus odd in the charge, and its linear extrapolation to unit charge, ±0.33, is close to the computed +0.30 and −0.29. It follows that the compensation rule of the corollary, which counts donors and acceptors equally, is a Born result: at this density the two scatter with clearly different strength.

For attractive ions with N_i = n, the Born and phase-shift mobilities in cm²/(V s) are

n = 10¹⁹ cm⁻³: 259 and 155
n = 10²⁰ cm⁻³: 148 and 114
n = 10²¹ cm⁻³: 97 and 87.

Relative to the phase-shift value, the closed formula is too high by 67%, 30% and 11%. It also exaggerates the fall with density: over these two decades the Born mobility drops by a factor 2.7, the phase-shift mobility by 1.8.

**Remark 5: which treatment to choose**

In the worked example, at 10²⁰ cm⁻³ and 300 K, the Born approximation costs more than the zero-temperature limit or the long-wavelength screening. Within this parabolic-band model, the closed formula serves for a quick estimate near 10²¹ cm⁻³: it lies 11% above the phase-shift value, and about 16% above it when the phase shifts are computed with the finite-wavevector screening of Remark 3. There E_F is about 1.2 eV, so for a real material the band shape must be checked first. At 10¹⁹ cm⁻³ phase shifts are needed before any remaining mobility loss is assigned to another mechanism. At room temperature they must also be averaged over energy at that density: E_F ∝ n^(2/3) makes k_B T/E_F equal to 0.46 at 300 K, so assumption A1 no longer holds. Two further limits appear there. The phase-shift mobility corresponds to k_F ℓ = 4.5 for the transport length and 3.0 for the path between collisions, so the condition in A4 is only marginally met. With the zero-temperature screening length, the screened attractive ion also has a very weakly bound state, because a*/λ = 1.16 lies just below the binding threshold of this potential, 1.19. Slow electrons then scatter far more strongly than the Born formula predicts, while fast electrons are deflected less than those at k_F. In the thermal average the fast electrons prevail. With the screening length of 300 K the phase-shift mobility at 10¹⁹ cm⁻³ rises from 155 to about 234 cm²/(V s), and the Born value averaged in the same way, 322, is about 37% higher. In Remarks 2 to 4 the three corrections were evaluated separately, and their combined effect need not be their product.

The phase-shift values are not a final reference either. They keep the linearly screened potential, although linear response fails close to an ion, where the potential energy exceeds E_F. One measure of this is the Friedel sum rule, (2/π)Σ(2l+1)δ_l = Z, which states that the screening charge neutralises the ion. The phase shifts above give 1.22, 1.07 and 1.02 at the three densities. Adjusting κ until the sum equals 1 raises the mobilities to 176, 118 and 88 cm²/(V s) and lowers the Born excess from 67%, 30% and 11% to 47%, 25% and 10%. Phonons, alloy disorder, grain boundaries, nonparabolicity, correlations between ion positions and interference between successive collisions are absent throughout. The numerical output below lists the values of the worked example and the density table at higher resolution.

Table of computed values

```
band mass                         0.30 m_e
relative permittivity             9.0
ion charge number                 1
electron density                  1.00e+20 cm^-3
ion density                       1.00e+20 cm^-3
effective Bohr radius             1.5875 nm
Fermi wavevector                  1.4360 nm^-1
Fermi energy                      0.2619 eV
screening length                  0.9318 nm
k_F times screening length        1.3381
xi                                7.1616
ln(1+xi)                          2.0994
xi/(1+xi)                         0.8775
F(xi)                             1.2220
mobility prefactor (F=1)          180.43 cm^2/(V s)
relaxation time                   25.186 fs
Fermi velocity                    5.5412e+05 m/s
transport mean free path          13.956 nm
k_F times mean free path          20.04
Born mobility, T -> 0             147.66 cm^2/(V s)
Born mobility, SI                 0.014766 m^2/(V s)
conductivity                      2365.8 S/cm
k_B T/E_F at 300 K                0.0987
chemical potential/E_F at 300 K   0.9919
mobility ratio 300 K / T->0       1.0310
Born mobility at 300 K            152.24 cm^2/(V s)
thermal deviation at t=0.01       3.2712e-04
thermal deviation at t=0.02       1.3075e-03
response g at q=2k_F (limit)      0.5000
F with q-dependent screening      1.3178
mobility, q-dependent screening   136.92 cm^2/(V s)
full/Born cross section, Z=+0.01  1.00326
full/Born cross section, Z=-0.01  0.99674
full/Born cross section, attract  1.2977
full/Born cross section, repel    0.7088
phase-shift mobility, attractive  113.79 cm^2/(V s)
phase-shift mobility, repulsive   208.32 cm^2/(V s)
Density table, N_i=n, Z=1, attractive ions; mobilities in cm^2/(V s)
n (cm^-3)  k_F*lambda  xi      F       Born     phase-shift  a*/lambda
1.0e+19    0.9116       3.3241 0.6955   259.44   155.09      1.1607
1.0e+20    1.3381       7.1616 1.2220   147.66   113.79      1.7037
1.0e+21    1.9640      15.4293 1.8599    97.01    87.05      2.5007
```
